# Saturated Island Density in Extreme Incomplete Condensation: Two Derivations

## Result and conditions

Atoms arrive at a constant flux \(F\) (atoms per area and time) on a substrate at fixed temperature \(T\). Most desorb, and compact three-dimensional islands grow from the atoms that land directly on them. If the critical cluster has \(i\) atoms, the saturated island density is

\[
n_{\rm sat}=C\left(\frac{J}{v}\right)^{2/3}\propto F^{2i/3}. \tag{1}
\]

Here \(J\) is the nucleation rate per bare area, \(v\) the speed of an island's edge, and \(C\) a pure number that depends on how saturation is defined. Two definitions are used: the number of islands ever nucleated per area, \(n_{\rm tot}\), and the peak density of separate islands, \(n_{\rm sep}\), where touching islands count as one.

Equation (1) requires that \(T\) and \(i\) stay fixed, that islands keep their shape and do not move, that adatoms diffuse a distance much smaller than the island radius at saturation, and that defects do not control nucleation. Both derivations need \(J\) and \(v\), which are found first.

## Nucleation rate and edge speed

**Adatoms.** An adatom stays for a mean time \(\tau=\nu^{-1}e^{E_a/kT}\), with attempt frequency \(\nu\) and adsorption energy \(E_a\). On bare substrate far from islands, the adatom density obeys

\[
\frac{dn_1}{dt}=F-\frac{n_1}{\tau}.
\]

After a few lifetimes the left side vanishes and \(n_1=F\tau\). Islands do not enter this balance, so \(n_1\) on bare substrate stays the same as islands multiply.

**Critical clusters.** Let \(N_0\) be the density of adsorption sites and \(x=n_1/N_0\ll1\). Measure energies from isolated adsorbed atoms. In a dilute lattice gas a lone adatom has statistical weight \(x\) per site. A cluster of \(i\) atoms with binding energy \(E_i\) then has weight \(x^ie^{E_i/kT}\) in each configuration. With \(C_i\) configurations per site,

\[
n_i=N_0C_i\,x^i e^{E_i/kT}. \tag{2}
\]

This holds if clusters up to size \(i\) break up much faster than they grow or desorb. Clusters of \(i+1\) atoms must usually grow before they break up.

**Capture.** Let \(D\) be the adatom diffusivity and \(\lambda=\sqrt{D\tau}\) the diffusion length before desorption. Around an absorbing cluster of radius \(r\), the steady adatom density satisfies

\[
D\nabla^2 n-\frac{n}{\tau}+F=0,\qquad n(r)=0,\qquad n(\infty)=F\tau .
\]

The solution at distance \(\rho\) from the centre is

\[
n(\rho)=n_1\left[1-\frac{K_0(\rho/\lambda)}{K_0(r/\lambda)}\right]. \tag{3}
\]

Since \(K_0'=-K_1\), the number of atoms captured per unit time is

\[
2\pi rD\left.\frac{dn}{d\rho}\right|_{r}=\sigma Dn_1,\qquad
\sigma=2\pi\frac r\lambda\frac{K_1(r/\lambda)}{K_0(r/\lambda)} .
\]

For a critical cluster \(r\) is a fixed atomic length, and \(\lambda\) depends on temperature but not on flux. Hence \(\sigma\) is independent of flux. A critical cluster becomes stable when it captures one more atom, so

\[
J=\sigma Dn_1n_i
=\sigma DN_0^2C_i\left(\frac{F\tau}{N_0}\right)^{i+1}e^{E_i/kT}
\propto F^{i+1}. \tag{4}
\]

Atoms that land directly on critical clusters add a term proportional to \(Fn_i\). It has the same power, \(F^{i+1}\), and changes the prefactor alone.

**Growth.** A hemisphere of base radius \(r\) intercepts \(F\pi r^2\) atoms per unit time from a beam normal to the surface. If all of them stay and each adds a volume \(\Omega\), then

\[
\frac{d}{dt}\left(\frac{2\pi}{3}r^3\right)=2\pi r^2\frac{dr}{dt}=\Omega F\pi r^2,
\qquad v=\frac{dr}{dt}=\frac{\Omega F}{2}. \tag{5}
\]

The radius cancels, so every island edge advances at the same constant speed. For another cap with volume \(gr^3\) and contact angle of at most \(90^\circ\), the same balance gives \(3gr^2\,dr/dt=\Omega F\pi r^2\), or \(v=\pi\Omega F/(3g)\). The shape changes the prefactor and leaves \(v\propto F\).

## First derivation: counting the nuclei

Nucleation is random in space and time, with rate \(J\) on bare substrate. The radius of a new nucleus is neglected, and an edge is taken to keep its speed where islands meet. The last step is an idealisation: overlapping hemispheres that grow at constant speed hold fewer atoms than have landed on them, by about 2% at a coverage of 0.18 and 5% at half coverage. It affects the coefficient found below but brings in no new length, so it leaves the exponent unchanged.

To find the bare fraction, let fictitious nuclei also appear at rate \(J\) on covered area. They cover nothing new. Suppose one appears at time \(s\), at distance \(d\) from the centre of an island born at \(s_0\). Being inside that island means \(d<v(s-s_0)\). At a later time \(t\), its farthest edge is at

\[
d+v(t-s)<v(s-s_0)+v(t-s)=v(t-s_0),
\]

which is still inside the older island. The real and fictitious nuclei together form a Poisson process of uniform rate \(J\).

A point is bare at time \(t\) if no nucleus appeared at any earlier time \(s\) within distance \(v(t-s)\). The expected number of such nuclei is

\[
J\int_0^t\pi v^2(t-s)^2\,ds=\frac{\pi}{3}Jv^2t^3 .
\]

The Poisson probability of finding none is the bare fraction,

\[
1-Z(t)=\exp\left(-\frac{\pi}{3}Jv^2t^3\right), \tag{6}
\]

where \(Z\) is the coverage. Real nuclei appear at rate \(J(1-Z)\) per total area. With \(b=\pi Jv^2/3\),

\[
n_{\rm tot}=J\int_0^\infty e^{-bt^3}\,dt .
\]

Set \(u=bt^3\), so that \(dt=\tfrac13b^{-1/3}u^{-2/3}du\). Then

\[
n_{\rm tot}=Jb^{-1/3}\,\frac13\int_0^\infty u^{-2/3}e^{-u}\,du
=Jb^{-1/3}\,\Gamma\!\left(\tfrac43\right),
\]

because \(\tfrac13\Gamma(\tfrac13)=\Gamma(\tfrac43)\). Inserting \(b\) gives

\[
n_{\rm tot}=\Gamma\!\left(\tfrac43\right)\left(\frac3\pi\right)^{1/3}
\left(\frac Jv\right)^{2/3}=0.879\left(\frac Jv\right)^{2/3}. \tag{7}
\]

By (4) and (5), \(J/v\propto F^{i+1}/F=F^i\), and therefore \(n_{\rm tot}\propto F^{2i/3}\).

The competition is visible in this ratio. A larger flux produces nuclei faster, as \(F^{i+1}\), but islands also close the surface faster, which removes one power of \(F\). The power \(2/3\) comes from the geometry of discs that spread at constant speed.

## Second derivation: rescaling the random process

The count above does not give the peak density of separate islands, because that requires knowing which islands touch. A change of units gives its flux dependence without the bare fraction. Choose the length and time

\[
\ell=\left(\frac vJ\right)^{1/3},\qquad
t_*=\frac{\ell}{v}=\left(Jv^2\right)^{-1/3}.
\]

In these units the edge speed is \(vt_*/\ell=1\). The nucleation rate is

\[
J\ell^2t_*=\frac{J\ell^3}{v}=1 .
\]

The rules of the process now contain no parameter. On a substrate much larger than \(\ell\), films grown at different fluxes are therefore statistically the same film, viewed at different magnification and speed. The density of separate islands must have the form

\[
n(t)=\frac1{\ell^2}\,f\!\left(\frac t{t_*}\right)
=\left(\frac Jv\right)^{2/3}f\!\left(\frac t{t_*}\right), \tag{8}
\]

with one function \(f\) for all fluxes. It rises from zero as islands nucleate and falls back to zero as they join into one film, so it has a maximum, \(C_{\rm sep}\). Hence

\[
n_{\rm sep}=C_{\rm sep}\left(\frac Jv\right)^{2/3}\propto F^{2i/3}.
\]

The number \(C_{\rm sep}\) must come from elsewhere. A simulation of random nucleation and spreading discs on a periodic square gave \(C_{\rm sep}\approx0.395\), with the peak near \(t=0.57\,t_*\). Its reference runs had \(J=v=1\) and side 40. Multiplying the flux by 3, with \(J\) multiplied by \(3^{i+1}\) and \(v\) by 3, gave these exponents:

| \(i\) | all nuclei | separate islands | \(2i/3\) |
|---|---|---|---|
| 1 | 0.665 | 0.668 | 0.667 |
| 2 | 1.342 | 1.335 | 1.333 |

The same runs gave 0.861 for the coefficient in (7), about 2% below 0.879. No error estimate was made, but sampling scatter in the four runs is a plausible cause, and \(C_{\rm sep}\) may be off by a similar amount.

## What each derivation assumes

Both derivations use a constant \(J\) on bare substrate and a single constant \(v\). The first also uses the independence of nucleation events and the circular outline of islands. In return it supplies the coefficient for all nuclei and the coverage at every time.

The second needs less: no length or time may enter the process besides those formed from \(J\) and \(v\). It covers any definition of density that refers to the geometry alone. It would also cover islands that merge and at once become a single hemisphere of the same volume, if densities are compared at the same \(t/t_*\), because such merging introduces no new length. The function \(f\) would then be different, and whether it has a maximum is not shown here.

The second derivation also shows how the law fails. If another length \(\lambda\) matters, \(f\) depends on \(\lambda/\ell\) as well. Since \(\ell\) depends on flux, the exponent then generally differs from \(2i/3\) and may itself vary with flux.

## Growth in a single layer

The exponent depends on how the islands collect atoms. Suppose that islands are one layer high, with \(N_m\) atoms per area, and that every atom landing on top reaches the edge. The area \(a\) then obeys \(da/dt=Fa/N_m\), so \(a=a_0e^{\kappa s}\) at age \(s\), with \(\kappa=F/N_m\). The edge now accelerates. With the overlap argument of the first derivation, and neglecting the finite size \(a_0\) of new nuclei in that argument,

\[
n_{\rm tot}=J\int_0^\infty\exp\left[-c\left(e^{\kappa t}-1\right)\right]dt,
\qquad c=\frac{Ja_0}{\kappa}.
\]

Setting \(w=ce^{\kappa t}\), with \(dt=dw/(\kappa w)\), gives

\[
n_{\rm tot}=\frac J\kappa e^c\int_c^\infty\frac{e^{-w}}w\,dw
\approx\frac J\kappa\left(\ln\frac1c-\gamma\right),\qquad c\ll1,
\]

where \(\gamma\) is Euler's constant. Both \(J/\kappa\) and \(c\) vary as \(F^i\). The local exponent is therefore \(i\{1-1/[\ln(1/c)-\gamma]\}\), which tends to \(i\), not \(2i/3\), as \(c\to0\). The initial size \(a_0\) survives as a second length and causes the logarithm.

This result depends on every atom on top reaching the edge. If atoms on top instead desorb after diffusing a distance much shorter than the island radius, only a strip along the edge feeds the island. The edge speed is then constant and proportional to \(F\), and the exponent returns to \(2i/3\) even for flat islands.

## Temperature dependence

Divide (4) by (5) and use \(D\tau=\lambda^2\):

\[
\frac Jv=\frac{2\sigma DN_0^2C_i}{\Omega F}
\left(\frac{F\tau}{N_0}\right)^{i+1}e^{E_i/kT}
=\frac{2\sigma\lambda^2}{\Omega}\,n_i. \tag{9}
\]

Let \(E_d\) be the diffusion barrier. Then \(\lambda^2\propto e^{(E_a-E_d)/kT}\) and, at fixed flux, \(n_i\propto e^{(E_i+iE_a)/kT}\). Apart from the weak variation of \(\sigma\),

\[
n_{\rm sat}\propto F^{2i/3}
\exp\left\{\frac{2}{3}\,\frac{E_i+(i+1)E_a-E_d}{kT}\right\}. \tag{10}
\]

When the sum of energies is positive, heating lowers the density: adatoms leave sooner and critical clusters become rarer.

## Worked example

The parameters are illustrative. They were chosen with silver on a weakly binding fluoride (111) face in mind and are not fitted to data: \(T=550\) K, deposition at 0.20 nm/s, \(E_a=0.60\) eV, \(E_d=0.40\) eV, \(\nu=10^{13}\ {\rm s^{-1}}\) and \(\Omega=0.017\ {\rm nm^3}\). The sites form a triangular net of spacing 0.39 nm, with \(N_0=7.59\times10^{18}\ {\rm m^{-2}}\). Each pair of neighbouring atoms contributes \(E_b=0.50\) eV.

A dimer has one bond and three orientations per site, so \(E_2=E_b\) and \(C_2=3\). A triangular trimer has three bonds and \(C_3=2\). Removing an atom breaks one bond in a dimer but two in a trimer, which suggests \(i=2\).

The flux is \(F=1.18\times10^{19}\ {\rm m^{-2}s^{-1}}\) and \(\tau=3.15\times10^{-8}\) s. Thus

\[
n_1=F\tau=3.70\times10^{11}\ {\rm m^{-2}} .
\]

Equation (2) gives \(n_2=2.07\times10^9\ {\rm m^{-2}}\). Hops between neighbouring sites at total rate \(\nu e^{-E_d/kT}\) give \(D=\tfrac14(0.39\ {\rm nm})^2\nu e^{-E_d/kT}=8.22\times10^{-11}\ {\rm m^2s^{-1}}\), and hence \(\lambda=1.6\) nm. Taking one site spacing as the capture radius, \(r=0.39\) nm, gives \(\sigma=3.76\). Then

\[
J=\sigma Dn_1n_2=2.37\times10^{11}\ {\rm m^{-2}s^{-1}},\qquad
v=\tfrac12(0.20)=0.10\ {\rm nm/s}.
\]

Hence \((J/v)^{2/3}=1.78\times10^{14}\ {\rm m^{-2}}\), and

\[
n_{\rm tot}=1.56\times10^{14}\ {\rm m^{-2}},\qquad
n_{\rm sep}\approx7.0\times10^{13}\ {\rm m^{-2}}=7.0\times10^9\ {\rm cm^{-2}} .
\]

The spacing \(n_{\rm sep}^{-1/2}\) is about 120 nm. Since \(t_*=751\) s, the peak comes near 430 s, when the oldest islands have a radius of 43 nm. Equation (6) then gives a coverage of 0.18. About 5% of the atoms deposited up to that time have landed on islands and stayed. These are ideal values: diffusion to the island edges, treated below, would roughly double the fraction condensed by the same time, and the coverage 0.18 would be reached earlier. Doubling the flux at fixed temperature would multiply the ideal density by \(2^{4/3}=2.52\).

**Is the critical size really two?** Detailed balance fixes the breakup rates. In equilibrium, dimers form at the rate \(\sigma Dn_1^2\) and break up at the rate \(k_2n_2\). Trimers are treated in the same way, with one capture number for all small clusters. This gives

\[
k_2=\frac{\sigma DN_0}{C_2}e^{-E_b/kT},\qquad
k_3=\frac{\sigma DN_0C_2}{C_3}e^{-2E_b/kT}.
\]

The values are \(k_2=2.0\times10^4\) and \(k_3=2.4\ {\rm s^{-1}}\), while the growth rate \(\sigma Dn_1\) is \(114\ {\rm s^{-1}}\). Dimers therefore equilibrate and triangular trimers usually grow. These rates assume that every atom captured by a dimer forms a triangle. Only two of the eight sites beside a dimer do so at once; the other six give a chain whose end atoms are held by one bond. If each bond slows a hop by \(e^{-E_b/kT}\), only about half of the contacts end as a triangle, and the densities above fall by about a quarter. This changes the prefactor, not the flux order. Desorption of whole dimers, assumed to cost \(2E_a\), occurs at \(101\ {\rm s^{-1}}\). It is comparable with growth but slow beside breakup. A steady-state calculation with these rates, taking tetramers as stable, gives 0.969 of the rate (4) and a flux order of 3.015, against the ideal 3. Its effective activation energy for the density is 1.25 eV, against 1.27 eV from (10).

Equating growth with \(k_3\) and then with \(k_2\) gives the approximate range of pair bond for \(i=2\):

\[
\frac{kT}{2}\ln\frac{C_2N_0}{C_3n_1}<E_b<kT\ln\frac{N_0}{C_2n_1},
\]

or 0.41 to 0.75 eV. These are crossovers, not sharp boundaries.

## Where the power law bends

Islands also capture adatoms that diffuse to their edges. Since \(Dn_1/\lambda=F\lambda\), adding this current to (5) gives

\[
\frac{dr}{dt}=v\left[1+\frac{2\lambda}{r}\frac{K_1(r/\lambda)}{K_0(r/\lambda)}\right]. \tag{11}
\]

The adatom density is also depleted around each island. The local nucleation rate is reduced by \([n(\rho)/n_1]^{i+1}\), so an island blocks an effective area

\[
A(r)=\pi r^2+\int_r^\infty2\pi\rho
\left\{1-\left[\frac{n(\rho)}{n_1}\right]^{i+1}\right\}d\rho .
\]

In a mean-field estimate, \(\pi v^2(t-s)^2\) in the first derivation is replaced by \(A\) at age \(t-s\), with \(r\) taken from (11).

In the example \(\lambda=1.6\) nm, small beside 43 nm, yet the estimate lowers \(n_{\rm tot}\) to 0.83 of its ideal value. Edge capture is strong while islands are small, and the lead in radius persists. With \(K_1/K_0\) replaced by 1, its large-\(r\) limit, integration of (11) gives

\[
r-vt=2\lambda\ln\left(1+\frac r{2\lambda}\right),
\]

about 9 nm at \(r=43\) nm.

With \(i=2\) and \(T\) held fixed, this estimate gives a local exponent of 1.30 at one tenth of the flux, 1.23 at the stated flux and 1.04 at ten times the flux. Higher flux crowds the islands, so the small-island stage matters more. The value \(4/3\) is the low-flux limit only if \(i\) stays at 2. In the example, trimers break up faster than they grow below about one fiftieth of the stated flux, so the critical size rises and the slope becomes steeper. The change begins earlier: at one tenth of the flux about one trimer in six breaks up, the nucleation order is near 3.2, and the exponent lies about 0.1 above the 1.30 found with \(i\) held at 2. Flat clusters of four to six atoms also lose an atom at the cost of two bonds, so the critical size moves towards 6 rather than stopping at 3. A measured slope below \(4/3\) need not mean a smaller critical size.

## Comparison with real films

The dimer bond is an uncertain parameter. A free silver dimer is bound by very roughly 1.7 eV, far more than the 0.50 eV from bond counting. If the bond on the surface also exceeded 0.75 eV by a wide margin, dimers would no longer break up, though they could still desorb. The nucleation rate would then be

\[
J\approx(114\ {\rm s^{-1}})\,n_1\,\frac{114}{114+101}
\approx2.2\times10^{13}\ {\rm m^{-2}s^{-1}},
\]

about 95 times the value above. Equation (1) would give a density about 20 times larger, before the correction for finite \(\lambda\), which would then be more important. This also assumes that dimers do not move. With a barrier \(2E_d\), counted like their desorption, they would travel about 9 nm before they grow or desorb, half the spacing of about 17 nm between nuclei, and loss of dimers to islands would lower the density further. Because the last fraction itself depends on flux, the nucleation order would be \(2+101/215\approx2.5\) and the ideal density exponent about 1.0, between the values for \(i=1\) and \(i=2\).

The value of \(n_{\rm sep}\) in the example assumes that islands keep their outlines when they touch. Small silver islands at this temperature may instead coalesce into one compact island and expose fresh substrate, where new islands can nucleate. The coefficient \(C_{\rm sep}\) found above does not apply to that case.

Real surfaces also have defects. Let a fraction \(q\) of sites bind an atom more strongly by \(E_t\). Any of the \(i\) atoms of a critical cluster can occupy the trap, so the ratio of trapped to free critical clusters is \(iq\,e^{E_t/kT}\) while few traps are filled. For \(E_t=0.50\) eV the ratio reaches one at \(q=1.3\times10^{-5}\). With equal capture by both kinds, \(J\) doubles and the density rises by at most \(2^{2/3}\approx1.6\). That fraction is only \(1.0\times10^{14}\) traps per \({\rm m^2}\), fewer than the nuclei in the example, so traps would begin to run out. If nearly all islands form on traps and every trap is used, the density equals the trap density and no longer depends on flux.

Two further neglected effects are small here. Atoms that land on a dimer add about 3% to its capture rate, and those that land on its eight neighbouring sites add about four times as much; together they raise the ideal density by less than 10%. Evaporation from islands, estimated as \(N_0\nu e^{-E/kT}\) with a bulk binding \(E=3.0\) eV, is about \(2\times10^{-15}\) of the flux. This prefactor is crude, and the vapour pressure of silver points to a value some hundreds of times larger, which is still negligible. The numerical output below lists the values used.

## Calculated quantities

```
temperature 550 K, kT 0.0474 eV
deposition rate 0.20 nm/s, flux 1.176e+19 m^-2 s^-1
atomic volume 0.0170 nm^3, site spacing 0.39 nm
site density 7.592e+18 m^-2, attempt frequency 1.0e+13 s^-1
adsorption 0.60 eV, diffusion 0.40 eV, pair bond 0.50 eV
adatom lifetime 3.147e-08 s, diffusivity 8.218e-11 m^2/s
diffusion length 1.608 nm
adatom density 3.703e+11 m^-2, per site 4.877e-08
dimer density 2.067e+09 m^-2
capture number: formula 3.760, finite differences 3.760
lattice gas / formula: dimers 1.0000, trimers 1.0001
nucleation rate 2.366e+11 m^-2 s^-1, kinetic/formula 0.969
kinetic flux order of nucleation 3.015
density exponent from kinetics 1.343, ideal 1.333
edge speed 0.100 nm/s
C for all nuclei: formula 0.8794, simulation 0.861
C for peak of separate islands, simulation 0.395
peak time in units (J v^2)^(-1/3), simulation 0.57
simulated exponent i=1: all 0.665, separate 0.668, ideal 0.667
simulated exponent i=2: all 1.342, separate 1.335, ideal 1.333
(J/v)^(2/3) 1.775e+14 m^-2
all nuclei 1.561e+14 m^-2 = 1.561e+10 cm^-2
peak separate islands 7.009e+13 m^-2 = 7.009e+09 cm^-2
spacing n^(-1/2) of separate islands 119.4 nm
time unit 751 s, peak time 431 s
radius of oldest islands at peak 43.1 nm
coverage at peak 0.180, condensed fraction to then 0.047
density factor for doubled flux, ideal 2.520
activation energy: formula 1.267 eV, kinetics 1.252 eV
dimer: growth 1.144e+02, breakup 2.049e+04, desorption 1.010e+02 s^-1
trimer: breakup 2.416e+00, desorption 3.208e-04 s^-1
pair-bond window for i=2: 0.409 to 0.746 eV
finite diffusion length: all-nuclei density factor 0.828
local exponent at 0.1, 1, 10 times flux: 1.303, 1.234, 1.036
direct impingement / diffusion capture on dimer 0.027
evaporation from islands / flux 2.1e-15 (binding 3.00 eV)
trap fraction doubling critical clusters 1.31e-05 (0.50 eV)
```
